# Rashba coefficient from two branch densities at arbitrary splitting

## Problem

Electrons in an inversion layer occupy one parabolic subband with isotropic effective mass \(m\). The asymmetric confinement adds a Rashba coupling, so the Hamiltonian for in-plane motion is

\[
H=\frac{\hbar^2k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y),\qquad k=\sqrt{k_x^2+k_y^2}.
\]

Energies are measured from the point where the two spin branches cross, at \(k=0\). There is no magnetic field, no other spin-orbit term and no disorder, and electron interactions enter at most through the value of \(m\). At zero temperature the Fermi energy \(E_F\) is positive, so both branches are occupied. The density in the lower branch is \(n_-\), that in the upper branch is \(n_+\), and \(n=n_-+n_+\).

1. Find what the densities tell about \(\alpha\) when \(m\) is known, without assuming that the splitting is small.
2. Express \(E_F\) through the densities, and find the total density above which both branches are occupied.
3. Derive the weak-splitting estimate of \(\alpha\) and find its error.
4. Evaluate the results for \(m=0.040\,m_0\), \(n_-=0.53\times10^{12}\ \mathrm{cm^{-2}}\) and \(n_+=0.47\times10^{12}\ \mathrm{cm^{-2}}\), where \(m_0\) is the free-electron mass. How sensitive is the answer to the data?

## Hints

**Hint 1.** Square the spin-dependent part of \(H\). Its eigenvalues follow without finding the spinors.

**Hint 2.** Sketch both branches against \(k\). For \(E_F>0\), how many positive wavevectors does each branch have at the Fermi energy?

**Hint 3.** The two Fermi circles have different radii but the same energy. Equate the two energies before solving for either radius, and look for a common factor.

**Hint 4.** For the weak-splitting estimate, write \(n_--n_+\) as a product of the difference and the sum of the radii. Which of these does the estimate approximate?

## Solution

### The branches and their densities

Call the spin-dependent part \(H_R=\alpha(k_y\sigma_x-k_x\sigma_y)\). Since \(\sigma_x^2=\sigma_y^2=1\) and \(\sigma_x\sigma_y+\sigma_y\sigma_x=0\), the cross terms in its square cancel:

\[
H_R^2=\alpha^2(k_y^2+k_x^2)=\alpha^2k^2 .
\]

The trace of \(H_R\) is zero, so its eigenvalues are \(+|\alpha|k\) and \(-|\alpha|k\), and

\[
E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm|\alpha|k .
\]

Reversing the sign of \(\alpha\) leaves both energies unchanged. The densities can therefore give the magnitude of \(\alpha\), but not its sign.

The upper branch rises steadily from zero. For the lower branch it helps to define

\[
k_R=\frac{m|\alpha|}{\hbar^2},\qquad E_R=\frac{\hbar^2k_R^2}{2m},
\]

and to complete the square:

\[
E_-(k)=\frac{\hbar^2}{2m}\left[(k-k_R)^2-k_R^2\right].
\]

This branch falls from zero to \(-E_R\) at \(k=k_R\), returns to zero at \(2k_R\), and then keeps rising. A positive \(E_F\) thus meets each branch at one positive wavevector, \(k_-\) or \(k_+\), and all states of that branch inside the circle are filled.

A plane-wave state occupies an area \((2\pi)^2\) of \(k\)-space per unit area of the layer. Each branch holds one electron per wavevector, because the spin is already counted by the branch label. Hence

\[
n_\pm=\frac{\pi k_\pm^2}{(2\pi)^2}=\frac{k_\pm^2}{4\pi},
\qquad k_\pm=\sqrt{4\pi n_\pm}.
\]

### The Rashba coefficient

Both circles lie at the Fermi energy:

\[
\frac{\hbar^2k_-^2}{2m}-|\alpha|k_-=\frac{\hbar^2k_+^2}{2m}+|\alpha|k_+ .
\]

Collect the kinetic terms on the left and factor the difference of squares:

\[
\frac{\hbar^2}{2m}(k_--k_+)(k_-+k_+)=|\alpha|(k_-+k_+).
\]

The sum of the radii is positive and can be divided out. This leaves

\[
k_--k_+=\frac{2m|\alpha|}{\hbar^2}=2k_R .
\]

The difference of the radii does not depend on the Fermi energy while \(E_F>0\). Adding electrons enlarges both circles by the same amount in radius. Inserting \(k_\pm=2\sqrt{\pi n_\pm}\) gives

\[
\boxed{|\alpha|=\frac{\hbar^2\sqrt{\pi}}{m}\left(\sqrt{n_-}-\sqrt{n_+}\right)} .
\]

No expansion has been made. The factor 2 in \(2\sqrt\pi\) has cancelled the 2 in \(\hbar^2/2m\).

### Fermi energy and threshold density

Let \(K=(k_-+k_+)/2\) be the mean radius. Since \(k_R=(k_--k_+)/2\), we have \(k_-=K+k_R\) and \(k_+=K-k_R\). The completed square for the lower branch then gives

\[
E_F=\frac{\hbar^2}{2m}(K^2-k_R^2)=\frac{\hbar^2k_-k_+}{2m}
=\frac{2\pi\hbar^2}{m}\sqrt{n_-n_+},
\]

where the last step uses \(k_-k_+=4\pi\sqrt{n_-n_+}\).

For the total density, write \(k_-^2+k_+^2=(k_--k_+)^2+2k_-k_+\). The first term is \(4k_R^2\) and the second is \(4mE_F/\hbar^2\), so

\[
n=\frac{k_-^2+k_+^2}{4\pi}=\frac{k_R^2}{\pi}+\frac{mE_F}{\pi\hbar^2}.
\]

The second term is the density of a spin-degenerate parabolic subband filled to \(E_F\). The first is the charge already held by the lower branch when the Fermi level reaches the crossing. Both branches are occupied when

\[
n>\frac{k_R^2}{\pi}.
\]

### The weak-splitting estimate

If the splitting is small, both branches have nearly the density of states \(m/(2\pi\hbar^2)\) of one spin species. Near the Fermi circle they are shifted by \(\mp|\alpha|k_0\), where \(k_0=\sqrt{2\pi n}\) is the Fermi wavevector without splitting. The relative shift \(2|\alpha|k_0\) produces

\[
n_--n_+\approx\frac{m}{2\pi\hbar^2}\,2|\alpha|\sqrt{2\pi n}.
\]

Solving for the coefficient defines the estimate

\[
\alpha_w=\frac{\pi\hbar^2(n_--n_+)}{m\sqrt{2\pi n}}
=\frac{\hbar^2\sqrt\pi}{m}\,\frac{n_--n_+}{\sqrt{2n}} .
\]

To compare, use \(n_--n_+=(\sqrt{n_-}-\sqrt{n_+})(\sqrt{n_-}+\sqrt{n_+})\). The difference of roots cancels in the ratio:

\[
\frac{|\alpha|}{\alpha_w}=\frac{\sqrt{2n}}{\sqrt{n_-}+\sqrt{n_+}} .
\]

Let \(p=(n_--n_+)/n\). From \(4n_-n_+=n^2-(n_--n_+)^2\) it follows that \(2\sqrt{n_-n_+}=n\sqrt{1-p^2}\), and hence \((\sqrt{n_-}+\sqrt{n_+})^2=n(1+\sqrt{1-p^2})\). Therefore

\[
\frac{|\alpha|}{\alpha_w}=\sqrt{\frac{2}{1+\sqrt{1-p^2}}} .
\]

For small \(p\), \(\sqrt{1-p^2}\approx1-p^2/2\). The fraction under the outer root is then about \(1+p^2/4\), and the ratio is about \(1+p^2/8\). At the crossing \(n_+\to0\) and \(p\to1\), and the ratio tends to \(\sqrt2\). The estimate is then too small by 29% of the true value.

The radii show where the error comes from. The density difference is

\[
n_--n_+=\frac{(k_--k_+)(k_-+k_+)}{4\pi}=\frac{k_RK}{\pi},
\]

while \(2\pi n=(k_-^2+k_+^2)/2=K^2+k_R^2\). The estimate replaces the mean radius \(K\) by the root-mean-square radius \(\sqrt{K^2+k_R^2}\). These differ in second order in \(k_R/K\), which is why the estimate works well for weak splitting.

### Numbers

In nanometre units, \(10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}\), and the given mass yields \(\hbar^2/m=1.9050\ \mathrm{eV\,nm^2}\). The roots of the densities are

\[
\sqrt{n_-}=0.072801\ \mathrm{nm^{-1}},\qquad
\sqrt{n_+}=0.068557\ \mathrm{nm^{-1}} .
\]

Their difference is \(0.004244\ \mathrm{nm^{-1}}\), so

\[
|\alpha|=1.9050\times1.7725\times0.004244\ \mathrm{eV\,nm}
=0.01433\ \mathrm{eV\,nm},
\]

or \(1.43\times10^{-11}\ \mathrm{eV\,m}\). The radii are \(k_-=0.25807\ \mathrm{nm^{-1}}\) and \(k_+=0.24303\ \mathrm{nm^{-1}}\). Half their difference is \(k_R=0.0075\ \mathrm{nm^{-1}}\), and their product gives

\[
E_F=\tfrac12(1.9050)(0.25807)(0.24303)\ \mathrm{eV}=59.7\ \mathrm{meV}.
\]

At \(k_0=0.2507\ \mathrm{nm^{-1}}\) the branches are \(2|\alpha|k_0=7.2\) meV apart. The threshold \(k_R^2/\pi\) is \(1.8\times10^9\ \mathrm{cm^{-2}}\), far below the total density of \(10^{12}\ \mathrm{cm^{-2}}\).

Here \(p=0.06\), and the weak estimate is low by about 0.045%. For these data the full formula brings no practical gain in accuracy. The situation changes for the round model densities \(n_-=0.9\) and \(n_+=0.1\), in units of \(10^{12}\ \mathrm{cm^{-2}}\), with the same mass. Then \(p=0.8\), the full formula gives \(0.2135\ \mathrm{eV\,nm}\), and the weak estimate gives \(0.1910\ \mathrm{eV\,nm}\). Their ratio is 1.118. This coefficient is about fifteen times that of the first case, and the second case does not represent a particular material.

### Sensitivity to the data

Differentiating the result at fixed \(n_+\) and \(m\) gives

\[
\frac{\partial|\alpha|}{\partial n_-}=\frac{\hbar^2\sqrt\pi}{2m\sqrt{n_-}},
\qquad
\frac{n_-}{|\alpha|}\frac{\partial|\alpha|}{\partial n_-}
=\frac{\sqrt{n_-}}{2(\sqrt{n_-}-\sqrt{n_+})}.
\]

In the first case this factor is \(0.072801/(2\times0.004244)=8.6\). Raising \(n_-\) by 1% therefore raises \(|\alpha|\) by nearly 9%. The coefficient comes from a small difference between two nearly equal numbers. If both densities are wrong by the same factor, the effect is much milder: \(|\alpha|\) scales as the square root of that factor, so a common 1% error changes it by about 0.5%. A small relative error in \(m\) produces an equal and opposite relative error in \(|\alpha|\).

### Comparison with a real inversion layer

The mass and densities are rough values for an InAs inversion layer, and a coefficient of order \(10^{-11}\ \mathrm{eV\,m}\) is of the usual size there. For these data, the parabolic band can matter most among the model assumptions considered here. Reading \(0.040\,m_0\) as a band-edge mass instead of a Fermi-level mass lowers \(|\alpha|\) by 23% in the simplest estimate of Variation 2, and by 16% to 40% once confinement is included, depending on which band edge is meant. The crystal also adds a Dresselhaus coupling. For a (001) layer, with axes along the cubic directions, its linear part is \(\beta(k_x\sigma_x-k_y\sigma_y)\). A rough bulk coefficient of \(0.03\ \mathrm{eV\,nm^3}\), multiplied by \((\pi/L)^2\) for hard walls a distance \(L=10\) nm apart, gives \(\beta\approx0.003\ \mathrm{eV\,nm}\). With \(\alpha\) and \(E_F\) held fixed, contour areas computed numerically with this term make the formula return a coefficient about 1% too large. This is a high estimate. The factor \((\pi/L)^2=0.099\ \mathrm{nm^{-2}}\) stands for \(\langle k_z^2\rangle\), which a self-consistent inversion-layer well at this density places nearer \(0.02\) to \(0.07\ \mathrm{nm^{-2}}\). The shift scales as \(\beta^2\) and is about 0.1% at \(0.03\ \mathrm{nm^{-2}}\) and 0.3% at \(0.05\ \mathrm{nm^{-2}}\). Finally, at 300 K the thermal energy of 26 meV is not small compared with the Fermi energy of 60 meV. If thermal branch populations at fixed \(n\) are inserted in place of the zero-temperature densities, numerical integration gives a coefficient 9.7% too small. At 4.2 K the corresponding error is below 0.01%.

Two of these effects can be understood further. If the linear Dresselhaus term acts alone, its energies are \(\pm|\beta|k\), since its square is \(\beta^2k^2\). Two densities therefore cannot distinguish pure Rashba from pure Dresselhaus coupling. In this linear model the Fermi contours are circles in both cases, so their shapes do not help either, but the spin orientations differ. The cubic Dresselhaus term, left out here, makes the splitting depend on direction. With the rough values above and no Rashba coupling, the difference of the radii falls by about a third between its largest and smallest values around the contour. This fraction depends strongly on the width of the layer: along the diagonals the factor \(\langle k_z^2\rangle\) is replaced by \(\langle k_z^2\rangle-k^2/2\), so in a wider well with \(\langle k_z^2\rangle\approx0.03\ \mathrm{nm^{-2}}\) the splitting there nearly vanishes.

The sign of the thermal error follows from how the density difference depends on the total density at zero temperature. Above the crossing the difference is \(k_RK/\pi\) with \(K=\sqrt{2\pi n-k_R^2}\), which is concave in \(n\) and has slope \(k_R/K\). Below the crossing the upper branch is empty and the difference equals \(n\), with slope 1. The slopes agree at the crossing, where \(K=k_R\), so the difference is a concave function of \(n\) throughout. Each thermal branch density is an average of the zero-temperature density over Fermi energies, with weight \(-\partial f/\partial E\), where \(f\) is the Fermi function. When the average total density is fixed, the average of the concave difference lies below its zero-temperature value at that density. A smaller difference at the same \(n\) gives a smaller coefficient.

## Variation 1: Fermi level below the crossing

**Question.** Suppose \(-E_R<E_F<0\). Two Fermi circles still exist. How is \(|\alpha|\) found from their radii?

**Solution.** The upper branch is empty, because \(E_+\geq0\). Both circles belong to the lower branch, and the occupied states form a ring between them. Setting \(E_-(k)=E_F\) and multiplying by \(2m/\hbar^2\) gives

\[
k^2-2k_Rk+\frac{2m|E_F|}{\hbar^2}=0 .
\]

The sum of the roots of this quadratic is \(2k_R\), so

\[
|\alpha|=\frac{\hbar^2}{2m}(k_{\rm out}+k_{\rm in}),
\qquad
n=\frac{k_{\rm out}^2-k_{\rm in}^2}{4\pi}.
\]

A sum has replaced the difference in the coefficient, and a difference has replaced the sum in the density.

Take \(|\alpha|=0.2\ \mathrm{eV\,nm}\), \(m=0.040\,m_0\) and \(E_F=-5\) meV as model values. The roots are \(k_{\rm in}=0.0290\ \mathrm{nm^{-1}}\) and \(k_{\rm out}=0.1810\ \mathrm{nm^{-1}}\). Their sum returns \(0.200\ \mathrm{eV\,nm}\). Treating the two circle areas as branch densities in the boxed formula would give \(0.145\ \mathrm{eV\,nm}\), which is 28% too small.

Two contour areas alone do not reveal which case applies. An independent measurement of the total density can decide. In the first numerical case, the two-disc reading requires \(1.00\times10^{12}\ \mathrm{cm^{-2}}\), while a ring with the same radii would hold \(0.06\times10^{12}\ \mathrm{cm^{-2}}\).

## Variation 2: A nonparabolic subband

**Question.** Replace the kinetic energy by an isotropic function \(\varepsilon(k)\), keep \(\alpha\) constant, and assume one Fermi circle per branch. What replaces the result, and which mass belongs in the parabolic formula?

**Solution.** Equating the branch energies, \(\varepsilon(k_-)-|\alpha|k_-=\varepsilon(k_+)+|\alpha|k_+\), gives

\[
|\alpha|=\frac{\varepsilon(k_-)-\varepsilon(k_+)}{k_-+k_+}.
\]

For nearby radii, the numerator is approximately \(\varepsilon'(K)(k_--k_+)\), and the denominator is \(2K\). With the Fermi-level mass defined by \(m_F=\hbar^2K/\varepsilon'(K)\), this becomes

\[
|\alpha|\approx\frac{\hbar^2}{2m_F}(k_--k_+).
\]

The parabolic formula therefore needs the mass at the Fermi level.

For a numerical estimate use \(\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/2m_e\), with band-edge mass \(m_e\) and a rough gap \(E_g=0.35\) eV. Differentiation gives \((1+2\varepsilon/E_g)\varepsilon'=\hbar^2k/m_e\), and hence

\[
m_F=m_e\left(1+\frac{2\varepsilon}{E_g}\right)
=m_e\sqrt{1+\frac{2\hbar^2k^2}{m_eE_g}} .
\]

The last form follows by solving the quadratic for \(\varepsilon\).

If \(m_F=0.040\,m_0\) at \(k_0\), then \(m_e=0.0286\,m_0\). At the given densities, the general formula then changes \(|\alpha|\) by about 0.01% from the parabolic value. If \(0.040\,m_0\) is instead the band-edge mass, the mass at \(k_0\) is about 1.30 times as large, and \(|\alpha|\) falls by 23% to about \(0.011\ \mathrm{eV\,nm}\). This figure leaves out the confinement. If a confinement wavevector \(\pi/L\) with \(L=10\) nm is included by replacing \(k^2\) with \(k^2+(\pi/L)^2\) in the dispersion, the fall is about 16% when \(0.040\,m_0\) is the mass at the bottom of the subband, and about 40% when it is the mass at the bulk band edge. A real band also makes \(\alpha\) depend on energy, which this estimate leaves out.

The same dispersion gives a rough test of the one-subband assumption. With \(m_e=0.0286\,m_0\), inserting the hard-wall wavevectors \(\pi/L\) and \(2\pi/L\) for \(L=10\) nm places the second subband roughly 0.2 eV above the first. This exceeds the Fermi energy, which is about 60 meV for the parabolic band and about 70 meV for this dispersion, so the second subband is empty at zero temperature in this estimate. The estimate is not fully consistent, because in a nonparabolic band the confinement also raises the in-plane mass. Including the wavevector \(\pi/L\) in the in-plane dispersion, and refitting \(m_e\) so that \(m_F\) stays at \(0.040\,m_0\), gives a spacing of about 0.25 eV and a Fermi energy of about 65 meV. The conclusion is unchanged within this box model, but a 10 nm box overstates the spacing in a real inversion layer, whose well is roughly triangular and is screened by its own electrons. A self-consistent Schrödinger–Poisson estimate at \(n=10^{12}\ \mathrm{cm^{-2}}\), with a hard wall, dielectric constant 15, band bending 0.4 eV and a parabolic confinement mass of \(0.026\) to \(0.040\,m_0\), gives a spacing of about 80 to 145 meV for acceptor densities of \(10^{17}\) to \(10^{18}\ \mathrm{cm^{-3}}\), where the second subband is empty at low temperature. For \(10^{15}\) to \(10^{16}\ \mathrm{cm^{-3}}\) it gives only about 40 to 55 meV, and roughly 3% to 16% of the electrons then occupy higher subbands at 10 K. At 300 K, with the lighter confinement mass, the higher subbands hold from about 2% to nearly 30% over this doping range. The one-subband assumption must therefore be checked for the doping and temperature of the sample.
